# Concavity of the Constrained Functional W(V) and Its Maximum, part 1

(Sections cited here and not found follow in the second part.)

## Why the constrained state sits at a maximum

In a four-site model holding four electrons, the lowest energy found with three electrons on the first two sites is 6.912789 eV. A numerical search over orbitals, with the electron count imposed as a side condition, gives this number. A second calculation imposes no side condition. It adds a potential $V$ on the first two sites, minimizes freely, subtracts $3V$, and records the result as a function of $V$. The recorded curve rises, turns over at $V=-3.023089$ eV and falls again, and its highest point is 6.912789 eV. A constrained minimum has been found as the maximum of a curve of unconstrained minima.

The agreement is an instance of a general result. To state it, let $\Phi$ be a Kohn–Sham determinant with a fixed number of electrons in a finite basis, and let $E[\Phi]$ be its energy, including the Hartree and exchange-correlation terms. I assume that $E$ is continuous in the orbitals; no particular functional is assumed. A real weight function $w(\mathbf r)$ defines the population to be controlled,

$$N_w[\Phi]=\int w(\mathbf r)\,n_\Phi(\mathbf r)\,d\mathbf r ,$$

where $n_\Phi$ is the density. If $w$ is one on a fragment and zero elsewhere, $N_w$ is the number of electrons on that fragment. The target is $N_c$, and the constrained energy is

$$E_c(N_c)=\min_{\Phi:\,N_w[\Phi]=N_c}E[\Phi].$$

I take $N_c$ to be a population that some determinant has. With a real multiplier $V$, define

$$L(\Phi,V)=E[\Phi]+V\,(N_w[\Phi]-N_c),\qquad W(V)=\min_\Phi L(\Phi,V).$$

The minimum in $W$ runs over all determinants, whatever their population. It is attained, because sets of orthonormal orbitals in a finite basis form a closed and bounded set on which $L$ is continuous. With this sign convention a negative $V$ attracts electrons to the region where $w$ is positive.

Concavity follows from the way $V$ enters. For a fixed determinant, $L(\Phi,V)$ is a straight line in $V$, with slope $N_w[\Phi]-N_c$. Take two multipliers $V_1,V_2$, a number $\lambda$ between 0 and 1, and $\bar V=\lambda V_1+(1-\lambda)V_2$. Since $E=\lambda E+(1-\lambda)E$, every determinant satisfies

$$L(\Phi,\bar V)=\lambda L(\Phi,V_1)+(1-\lambda)L(\Phi,V_2)\ \ge\ \lambda W(V_1)+(1-\lambda)W(V_2).$$

The inequality holds because neither value of $L$ can lie below the minimum at its own multiplier. Choosing for $\Phi$ the minimizer at $\bar V$ turns the left side into $W(\bar V)$:

$$W(\bar V)\ge\lambda W(V_1)+(1-\lambda)W(V_2).$$

This is concavity: the curve lies on or above each of its chords. The energy functional need not be convex, and no perturbation theory was used. What was used is that $W$ is the global minimum at each $V$.

The slope comes from using a minimizer at the wrong multiplier. Let $\Phi_V$ minimize $L$ at $V$, and write its constraint residual as $R(V)=N_w[\Phi_V]-N_c$. As a trial state at another multiplier $V'$ it gives an upper bound,

$$W(V')\le E[\Phi_V]+V'R(V)=W(V)+(V'-V)R(V). \tag{1}$$

Exchanging the roles of $V$ and $V'$ gives $W(V)\le W(V')+(V-V')R(V')$, which rearranges to

$$W(V')-W(V)\ge(V'-V)R(V').$$

For $V'>V$, division by the positive number $V'-V$ leaves

$$R(V')\le\frac{W(V')-W(V)}{V'-V}\le R(V). \tag{2}$$

For $V'<V$ the division reverses both inequalities. The outer members of (2) also show that the population cannot increase when $V$ is raised: a more repulsive potential on a region never brings electrons into it, provided the global minimum is followed.

It remains to let $V'$ approach $V$. Suppose that all minimizers at $V$ have the same population. Populations are bounded, so the slopes of the lines $L(\Phi,V)$ are bounded too, and their lower envelope $W$ is continuous. Take a sequence $V_k\to V$ with minimizers $\Phi_k$. Because the set of determinants is closed and bounded, any subsequence contains a further one that converges to some $\Phi$. Continuity gives

$$L(\Phi,V)=\lim_k L(\Phi_k,V_k)=\lim_k W(V_k)=W(V),$$

so $\Phi$ is itself a minimizer at $V$ and has the common population. Hence $R(V_k)\to R(V)$, both bounds in (2) close on the same number, and

$$\frac{dW}{dV}=N_w[\Phi_V]-N_c . \tag{3}$$

The orbitals do change with $V$, yet no term for that change appears in (3). When the minimizer varies smoothly, the chain rule shows why. The derivative of $L$ is its explicit $V$ derivative, which is $N_w-N_c$, plus the orbital gradient of $L$ times the rate of change of the orbitals. At a minimum the orbital gradient vanishes.

If minimizers with different populations coexist at one $V$, inequality (1) holds for each of them. For $V'>V$ the difference quotient is then at most the smallest residual $R_{\min}$ among them. It is at least $R(V')$, whose limit points are residuals of minimizers at $V$ and so are not below $R_{\min}$. The right-hand slope is therefore $R_{\min}$, and the same argument from the other side gives the largest residual $R_{\max}$ as the left-hand slope. The curve has a kink, and it remains concave.

A maximum exists when the target lies strictly between two attainable populations. Let $\Phi_+$ have more than $N_c$ electrons in the region and $\Phi_-$ fewer. Since $W(V)\le L(\Phi_+,V)$, and this line falls without limit as $V\to-\infty$, so does $W$. The line of $\Phi_-$ does the same for $V\to+\infty$. A continuous function that falls without limit on both sides has a maximum.

To connect that maximum with the constrained energy, take any determinant that obeys the constraint. Its term with $V$ is zero, so for every $V$

$$E[\Phi]=L(\Phi,V)\ge W(V).$$

Minimizing the left side over the allowed determinants and maximizing the right side over $V$ gives

$$\max_V W(V)\le E_c(N_c). \tag{4}$$

Each value of $W$ is thus a lower bound on the constrained energy. Now suppose that at some $V^*$ a minimizer $\Phi^*$ has zero residual. Then $W(V^*)=E[\Phi^*]$. Because $\Phi^*$ obeys the constraint, $E[\Phi^*]\ge E_c(N_c)$, while (4) gives $W(V^*)\le E_c(N_c)$. All these quantities are equal:

$$W(V^*)=\max_V W(V)=E[\Phi^*]=E_c(N_c). \tag{5}$$

The zero-residual minimizer is the lowest constrained state, and its multiplier is a maximum of $W$. Conversely, if all minimizers at the maximum share one population, (3) applies there, the slope is zero, and the constraint is met. Without that condition the maximum can be a kink, and (5) can fail.

The multiplier also has an energetic meaning. Let $V^*$ satisfy (5), and let $\Phi$ have some other population $N$. From $L(\Phi,V^*)\ge W(V^*)$ it follows, after minimizing over states of population $N$, that

$$E_c(N)\ge E_c(N_c)-V^*(N-N_c). \tag{6}$$

The right side is a straight line that touches the curve $E_c$ at $N_c$ and lies nowhere above it. If $E_c$ is differentiable there, the line is its tangent and $dE_c/dN_c=-V^*$. A multiplier of $-3.02$ eV says that moving further charge onto the fragment costs 3.02 eV per electron at the margin.

The model of the opening can now be specified. Sites 1 and 2 form fragment A, and sites 3 and 4 form fragment B. Two real orbitals $\varphi_1,\varphi_2$ are doubly occupied. With $P_{rs}=2\sum_i\varphi_i(r)\varphi_i(s)$ and $n_r=P_{rr}$ the energy is

$$E=\sum_{rs}h_{rs}P_{rs}+\tfrac12\sum_{rs}n_rK_{rs}n_s-c\sum_r\frac{n_r^2}{1+n_r}.$$

The off-diagonal elements of $h$ are $-1$ eV between neighbours within a fragment and $-0.5$ eV between sites 2 and 3. The site energies are 0 on A and 0.5 eV on B. The Hartree matrix is $K_{rs}=U/(1+|r-s|)$ with $U=2$ eV. The last term is a local model exchange-correlation energy with $c=0.3$ eV. The weight $w$ is one on A and zero on B, and $N_c=3$.

Each $W(V)$ comes from a damped self-consistent iteration in which the two lowest eigenvectors of

$$F=h+\mathrm{diag}(v)+V\,\mathrm{diag}(w),\qquad v_r=\sum_sK_{rs}n_s-c\,\frac{2n_r+n_r^2}{(1+n_r)^2}$$

are filled. Self-consistency by itself guarantees a stationary point, whereas the proof needs a global minimum. Convexity closes this gap here. Writing $n^2/(1+n)=n-1+1/(1+n)$ shows that the second derivative of the local term is $-2c/(1+n)^3$, which is not below $-2c=-0.6$ eV. The smallest eigenvalue of $K$ is 0.833 eV. The density-dependent energy therefore has a positive definite second derivative and lies above its tangent planes. For any other density matrix $P'$, with Lagrangian $L'$,

$$L'\ge L+\mathrm{Tr}\,F(P'-P).$$

In the eigenvectors of $F$, with eigenvalues $\varepsilon_p$, $\mathrm{Tr}\,FP'=\sum_p\varepsilon_pf_p$, where $0\le f_p\le2$ and $\sum_pf_p=4$. This sum is smallest when the two lowest levels are full, which is the case for $P$. So $L'\ge L$, and the self-consistent state is the global minimum.

It is also the unique one. The matrix $F$ couples nearest neighbours alone, and these couplings are nonzero. The first row of $F\varphi=\varepsilon\varphi$ fixes $\varphi(2)$ from $\varphi(1)$, the second fixes $\varphi(3)$, and the third fixes $\varphi(4)$. Each eigenvalue has one eigenvector up to a factor, hence $\varepsilon_3>\varepsilon_2$, and no other filling reaches the same trace. Equation (3) then holds at every $V$ for which the iteration has converged.

| $V$ (eV) | $N_A$ | $N_A-3$ | $W$ (eV) |
|---:|---:|---:|---:|
| $-6$ | 3.9517 | 0.9517 | 5.0586 |
| $-5$ | 3.8546 | 0.8546 | 5.9748 |
| $-4$ | 3.4904 | 0.4904 | 6.6709 |
| $-3$ | 2.9883 | $-0.0117$ | 6.9127 |
| $-2$ | 2.5040 | $-0.4960$ | 6.6535 |
| $-1$ | 2.1563 | $-0.8437$ | 5.9654 |
| 0 | 2.0281 | $-0.9719$ | 5.0441 |
| 1 | 1.9719 | $-1.0281$ | 4.0441 |

The population falls steadily as $V$ rises, and $W$ bends downward throughout. Between $-3$ and $-2$ eV the chord of $W$ has slope $6.65351-6.91265=-0.2591$, which lies between the residuals $-0.4960$ and $-0.0117$ as (2) requires. At $V=-2$ eV a central finite difference of $W$ gives $-0.495971$, equal to the residual in all six printed decimals.

From $V=0$ to $V=1$ eV the curve drops by 1.0000 eV, and the two populations add up to 4.0000. This comes from a mirror symmetry. At $V=1$ eV fragment A lies 0.5 eV above B, whereas at $V=0$ it lies 0.5 eV below. Reflecting the chain exchanges the two cases, apart from a uniform shift of 0.5 eV. The shift adds $4\times0.5=2$ eV for four electrons, the term $-VN_c$ subtracts 3 eV, and the net change is $-1$ eV.

A root search on the residual gives $V^*=-3.023089$ eV, and a separate maximization of $W$ gives the same value. The constrained site populations are 1.6023 and 1.3977 on A and 0.4642 and 0.5358 on B. Without the constraint the energy is 5.044149 eV with 2.028 electrons on A, so the constraint costs $6.912789-5.044149=1.868640$ eV. Repeating the direct constrained search at targets slightly above and below three gives $dE_c/dN_c=3.0231$ eV per electron, which is $-V^*$.

The curve $W(V)$ is concave, its slope is the constraint residual wherever the minimizers share one population, and a minimizer with zero residual gives the constrained energy at the maximum, as the four-site model confirms. What remains is how strongly the population responds to the multiplier, and when the maximum fails to deliver the constrained state.
